# Thermovoltage of a Vacuum Tunnel Junction from the Sommerfeld Expansion, part 1

(Sections cited here and not found follow in the second part.)

## I. From electron flow to open-circuit voltage

A metal tip and a metal sample face each other across a vacuum gap. The tip is held at temperature \(T_t\) and the sample at \(T_s\), and no current is drawn. A voltage then appears between them. The problem is to find it for small temperatures, to see which properties of the electrodes and of the gap it measures, and to establish when the answer fails.

**Assumptions.** Each electrode is in internal equilibrium, with its own temperature and electrochemical potential. Tunnelling is elastic and weak enough for lowest-order perturbation theory. The connecting wires are left out until part (i).

**Conventions.** The algebra is in atomic units, \(\hbar=m=e=1\). The symbol \(e>0\) is nevertheless kept next to a voltage, so that \(eV\) is visibly an energy, and \(k_B\) is kept next to a temperature. The voltage is \(V=V_{\rm tip}-V_{\rm sample}\). Energies are measured from the electrochemical potential of the sample. An electron has charge \(-e\), so raising the potential of the tip lowers the energy of its electrons:

\[
\mu_s=0,\qquad \mu_t=-eV .
\]

The occupations are \(f_t(E)=[e^{(E-\mu_t)/k_BT_t}+1]^{-1}\) and \(f_s(E)=[e^{(E-\mu_s)/k_BT_s}+1]^{-1}\).

### (a) Write the electron flow from tip to sample as an energy integral, and state the open-circuit condition.

**Solution.** Let \(M_{ab}\) be the tunnelling matrix element between tip state \(a\) and sample state \(b\). By the golden rule, an electron passes from \(a\) to \(b\) at the rate \(2\pi|M_{ab}|^2\delta(E_a-E_b)\), provided that \(a\) is occupied and \(b\) is empty. The reverse process has the same squared matrix element. The net flow is therefore

\[
J=2\pi\sum_{ab}|M_{ab}|^2\,\delta(E_a-E_b)\,\big[f_t(1-f_s)-f_s(1-f_t)\big].
\]

The products \(f_tf_s\) cancel in the bracket and leave \(f_t-f_s\). Now replace the sums by integrals over the densities of states \(\rho_t\) and \(\rho_s\), and let \(D\) be the average of \(|M_{ab}|^2\) over pairs of states at energy \(E\). The delta function removes one integral:

\[
J=2\pi\int g(E,V)\,[f_t(E)-f_s(E)]\,dE,\qquad g=\rho_t\,\rho_s\,D .
\]

Spin adds a constant factor, which has no influence on the zero of \(J\). The function \(g\) depends on \(V\) for two reasons. The density of the tip moves with the tip, so it is a function of \(E-\mu_t=E+eV\), and the bias also tilts the barrier.

The factor \(D\) is a squared matrix element. It is not the total transmission probability that appears in the Landauer formula for the current. That probability already contains the densities, and multiplying it by \(\rho_t\rho_s\) would count them twice. If the total transmission is known, it takes the place of the whole product \(g\).

At open circuit, charge collects on the electrodes until the net flow stops. The condition is \(J=0\), and the voltage that satisfies it is the thermovoltage \(V_{\rm th}\).

### (b) Expand \(\int g f\,dE\) for one electrode at low temperature, through order \(T^2\).

**Solution.** Let \(f\) have chemical potential \(\mu\) and temperature \(T\). Choose a lower limit \(E_0\) many \(k_BT\) below \(\mu\), and define the primitive

\[
G(E)=\int_{E_0}^{E}g(E')\,dE' .
\]

Integration by parts gives

\[
\int_{E_0}^{\infty}g f\,dE=\big[Gf\big]_{E_0}^{\infty}+\int_{E_0}^{\infty}G(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\]

The boundary term vanishes at \(E_0\) because \(G(E_0)=0\). It vanishes at the upper end if \(G\) grows more slowly than \(e^{E/k_BT}\). For a tunnel barrier this is a real condition, since \(D\) rises roughly exponentially with energy; part (f) makes it quantitative.

Put \(E=\mu+k_BT\,x\). The weight becomes

\[
-\frac{\partial f}{\partial E}\,dE=w(x)\,dx,\qquad w(x)=\frac{e^x}{(e^x+1)^2}.
\]

Multiplying numerator and denominator by \(e^{-2x}\) shows that \(w(x)=w(-x)\). Since \(w\) decays exponentially, the lower limit may be moved to \(-\infty\) with an exponentially small error. The Taylor series of the primitive is

\[
G(\mu+k_BTx)=G(\mu)+k_BT\,x\,g(\mu)+\tfrac12(k_BT)^2x^2g'(\mu)+\tfrac16(k_BT)^3x^3g''(\mu)+\dots
\]

Odd powers of \(x\) integrate to zero against the even weight. The zeroth moment is \(\int w\,dx=1\), because \(f\) falls from 1 to 0. For the second moment, use \(w=-\frac{d}{dx}(e^x+1)^{-1}\) and integrate by parts on the half line:

\[
\int_{-\infty}^{\infty}x^2w\,dx=2\int_0^\infty x^2w\,dx=4\int_0^\infty\frac{x\,dx}{e^x+1}.
\]

Expand \((e^x+1)^{-1}=\sum_{n\ge1}(-1)^{n+1}e^{-nx}\) and use \(\int_0^\infty xe^{-nx}dx=1/n^2\). The alternating sum equals the full sum minus twice its even terms:

\[
\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{6}-2\cdot\frac14\cdot\frac{\pi^2}{6}=\frac{\pi^2}{12}.
\]

The second moment is thus \(4\pi^2/12=\pi^2/3\). Half of it multiplies \((k_BT)^2g'\), and

\[
\int g f\,dE=\int_{E_0}^{\mu}g\,dE+\frac{\pi^2}{6}(k_BT)^2g'(\mu)+O(T^4).
\]

The series requires \(g\) to be smooth over several \(k_BT\) around \(\mu\).

### (c) What flows at zero voltage when the temperatures differ?

**Solution.** At \(V=0\) both chemical potentials are zero. The same function \(g(E,0)\) multiplies both occupations, so the zero-temperature integrals cancel. Writing \(g'=\partial g/\partial E\),

\[
\frac{J}{2\pi}=\frac{\pi^2}{6}k_B^2\,(T_t^2-T_s^2)\,g'(0,0)+O(T^4).
\]

The derivative appears for a reason of symmetry. The Fermi function obeys \(f(-E)=1-f(E)\) when \(\mu=0\). Hence \(f_t-f_s\) is an odd function of \(E\): a state of the hotter electrode is more likely to be filled if it lies above the Fermi level and, by the same amount, more likely to be empty if it lies equally far below. If \(g\) is even in energy, the extra electrons that leave the hot side are balanced by electrons that enter its extra holes, and \(J=0\). A net flow needs an imbalance of \(g\) between the two sides of the Fermi level. If \(g\) increases with energy, electrons leave the hot electrode.

### (d) Find the open-circuit voltage to leading order.

**Solution.** Apply part (b) to each electrode with its own chemical potential:

\[
\frac{J}{2\pi}=\int_0^{-eV}g(E,V)\,dE+\frac{\pi^2}{6}k_B^2\big[T_t^2\,g'(-eV,V)-T_s^2\,g'(0,V)\big]+O(T^4).
\]

The first term is the difference of the two integrals up to \(\mu_t=-eV\) and \(\mu_s=0\). Over so short an interval \(g\) is nearly constant, so

\[
\int_0^{-eV}g(E,V)\,dE=-eV\,g(0,0)+O(V^2).
\]

In the second term, replacing the arguments of \(g'\) by zero costs \(O(VT^2)\). The order of \(V\) must now be settled. Scale both temperatures by a common factor, and take \(g(0,0)>0\). If \(eV\) were a large positive or negative multiple of \(T^2\), the term \(-eV\,g(0,0)\) would dominate and give \(J\) opposite signs in the two cases. The zero lies between them, so \(V_{\rm th}=O(T^2)\). The neglected terms \(O(V^2)\), \(O(VT^2)\) and \(O(T^4)\) are then all of order \(T^4\). Setting \(J=0\),

\[
-eV_{\rm th}\,g(0,0)+\frac{\pi^2}{6}k_B^2(T_t^2-T_s^2)\,g'(0,0)=O(T^4),
\]

and division by \(e\,g(0,0)\) gives

\[
\boxed{V_{\rm th}=\frac{\pi^2k_B^2}{6e}\,(T_t^2-T_s^2)\,L+O(T^4),\qquad L=\left.\frac{\partial\ln(\rho_t\rho_sD)}{\partial E}\right|_{E=0,\,V=0}}
\]

Constant factors in \(g\) have dropped out, so the absolute tunnelling rate is not needed. The dependence of \(g\) on bias has also dropped out at this order, because it multiplies a flow that is already small.

The sign agrees with part (c). If the tip is hotter and \(L>0\), electrons leave the tip, which becomes positive, so \(V_{\rm tip}-V_{\rm sample}>0\). With the opposite definition of \(V\) the formula changes sign.

The identity \(T_t^2-T_s^2=2\bar T\,\Delta T\), with \(\bar T=(T_t+T_s)/2\) and \(\Delta T=T_t-T_s\), gives

\[
V_{\rm th}\simeq\frac{\pi^2k_B^2\bar T}{3e}\,L\,\Delta T .
\]

The voltage is proportional to the temperature difference at fixed mean temperature. At fixed \(\Delta T\) and fixed \(L\), its magnitude grows in proportion to the mean temperature.

### (e) Heating a metal moves its bands relative to its chemical potential, also at order \(T^2\). Does this add to \(V_{\rm th}\)?

**Solution.** First find the movement. Let \(\rho(\varepsilon)\) be the density of states of a metal that stays neutral, with \(\varepsilon\) measured from its Fermi level at zero temperature, and let \(\delta\mu\) be the shift of the chemical potential relative to the bands. The number of electrons is fixed. By part (b), with \(\rho\) in place of \(g\),

\[
\rho(0)\,\delta\mu+\frac{\pi^2}{6}(k_BT)^2\rho'(0)=0
\quad\Rightarrow\quad
\delta\mu=-\frac{\pi^2}{6}(k_BT)^2\,\frac{\rho'(0)}{\rho(0)} .
\]

This has the same form as one term of \(eV_{\rm th}\), which makes the question a serious one. The voltage in this problem, however, is the difference of electrochemical potentials, and \(f_t\) is centred on \(\mu_t\) wherever the bands lie. The shift enters through the argument of the density, \(\rho_t(E-\mu_t+\delta\mu)\), and through an equally small change of the work function. Both alter \(g\) by a relative amount \(O(T^2)\), and hence \(L\) by \(O(T^2)\). Since \(L\) is multiplied by \(T_t^2-T_s^2\), the voltage changes at order \(T^4\). The shift must not be added to \(V_{\rm th}\).

### (f) Solve the open-circuit condition without expansion for \(g\propto e^{\lambda E}\), \(\lambda>0\), and compare.

**Solution.** A factor that depends on bias alone cancels from \(J=0\), so only the energy dependence matters. With \(E=\mu+k_BTx\) and \(a=\lambda k_BT\),

\[
\int_{-\infty}^{\infty}e^{\lambda E}f\,dE=k_BT\,e^{\lambda\mu}\,I(a),\qquad I(a)=\int_{-\infty}^{\infty}\frac{e^{ax}}{e^x+1}\,dx .
\]

The integral converges for \(0<a<1\). To evaluate it, close the path with the line \({\rm Im}\,x=2\pi\). On that line the denominator is unchanged and the numerator gains \(e^{2\pi ia}\), while the short vertical sides vanish at infinity. The enclosed pole at \(x=i\pi\) has residue \(e^{i\pi a}/e^{i\pi}=-e^{i\pi a}\). Therefore

\[
(1-e^{2\pi ia})\,I=-2\pi i\,e^{i\pi a}
\quad\Rightarrow\quad
I=\frac{-2\pi i}{e^{-i\pi a}-e^{i\pi a}}=\frac{\pi}{\sin\pi a}.
\]

Define \(x_t=\pi\lambda k_BT_t\) and \(x_s=\pi\lambda k_BT_s\). Each integral equals \(\lambda^{-1}e^{\lambda\mu}\,x/\sin x\) with its own \(x\) and \(\mu\). Setting \(J=0\) gives

\[
e^{-\lambda eV_{\rm th}}\frac{x_t}{\sin x_t}=\frac{x_s}{\sin x_s}
\quad\Rightarrow\quad
eV_{\rm th}=\frac1\lambda\ln\frac{x_t/\sin x_t}{x_s/\sin x_s}.
\]

For small \(x\), \(x/\sin x=1+x^2/6+7x^4/360+\dots\), and its logarithm is \(x^2/6+(7/360-1/72)x^4=x^2/6+x^4/180\). Since \(x_t^4-x_s^4=(x_t^2-x_s^2)(x_t^2+x_s^2)\),

\[
eV_{\rm th}=\frac{\pi^2k_B^2}{6}(T_t^2-T_s^2)\,\lambda\left[1+\frac{x_t^2+x_s^2}{30}+\dots\right].
\]

The leading term is the boxed result with \(L=\lambda\), and the first correction is smaller by a factor of order \(T^2\). The condition \(\lambda k_BT<1\) is the growth condition of part (b).

## II. The barrier, a numerical case and the limits

**Taken from the first half.** The tip and sample have temperatures \(T_t,T_s\) and densities of states \(\rho_t,\rho_s\), and \(D\) is the squared tunnelling matrix element. Energies are measured from the sample's electrochemical potential, and \(V=V_{\rm tip}-V_{\rm sample}\). The electron flow is proportional to \(\int g(f_t-f_s)\,dE\) with \(g=\rho_t\rho_sD\). For smooth \(g\), its zero lies at

\[
V_{\rm th}\simeq\frac{\pi^2k_B^2}{6e}(T_t^2-T_s^2)\,L,\qquad L=\frac{\partial\ln g}{\partial E}\bigg|_{0}.
\]

### (g) Split \(L\) into its parts and find the part due to a vacuum barrier between work functions \(\phi_t\) and \(\phi_s\).

**Solution.** The logarithm of a product is a sum, so

\[
L=\frac{\rho_t'}{\rho_t}+\frac{\rho_s'}{\rho_s}+L_D,\qquad L_D=\frac{\partial\ln D}{\partial E}.
\]

The thermovoltage is therefore sensitive to the slopes of the densities at the Fermi level, while the small-bias conductance at low temperature is proportional to \(g(0,0)\) itself.

At zero bias, let the barrier rise linearly across the gap \(d\), with height \(\phi(z)=\phi_s+(\phi_t-\phi_s)z/d\) above the common Fermi level. In the WKB approximation a wave decays inside it at the rate \(\kappa(z)=\sqrt{2[\phi(z)-E]}\). The matrix element contains the product of the two tails, and its square gives, apart from a slowly varying prefactor,

\[
\ln D=-2\int_0^d\sqrt{2[\phi(z)-E]}\,dz .
\]

Differentiating the square root with respect to \(E\) gives \(-\sqrt2/\big(2\sqrt{\phi-E}\big)\). At \(E=0\),

\[
L_D=\sqrt2\int_0^d\frac{dz}{\sqrt{\phi(z)}}
=\frac{\sqrt2\,d}{\phi_t-\phi_s}\int_{\phi_s}^{\phi_t}\frac{d\phi}{\sqrt\phi}
=\frac{2\sqrt2\,d\,(\sqrt{\phi_t}-\sqrt{\phi_s})}{\phi_t-\phi_s}
=\frac{2\sqrt2\,d}{\sqrt{\phi_t}+\sqrt{\phi_s}} .
\]

For equal work functions this becomes \(d\sqrt{2/\phi}\). In this model \(L_D\) is positive, because electrons of higher energy see a lower barrier. It is also proportional to \(d\): a wider gap passes fewer electrons but selects their energy more sharply. With a hotter tip and fixed temperatures and densities, \(V_{\rm th}\) thus rises linearly with the gap, while the conductance falls exponentially.

### (h) Evaluate the voltage for a warmed tip over a metal surface, and compare it with the zero of the full flow integral.

This part has derived the leading-order thermovoltage, set by the difference of squared temperatures and the logarithmic slope \(L\), and has found the barrier's contribution to \(L\). The numerical evaluation asked for in (h) remains, followed by the limits of the formula and the size of the effects left out.
